# Why does mesh refinement leave rays around a small phonon heater?

**Question**

I solve the steady phonon Boltzmann equation around a narrow line heater with discrete ordinates: 16 equally spaced azimuths, first-order upwind differences and isotropic scattering. On a circle of radius 60 nm the temperature should be nearly uniform, but I see a star. I took it for a resolution problem and refined the mesh. The temperature contrast around the circle went from 30 mK at a mesh length of 2 nm to 58 mK at 0.5 nm and 69 mK at 0.125 nm. The heater and the directions were the same in all runs. Is my scheme failing to converge, or do I need a still finer mesh?

**Answer**

Your scheme is converging, but to the solution of a different problem: phonons that can travel in 16 azimuths and no others. Write $T$ for the true solution of the model, $T_N$ for the solution with $N$ azimuths and no mesh error, and $T_{N,h}$ for what you compute with mesh length $h$. Then

$$
T_{N,h}-T=(T_{N,h}-T_N)+(T_N-T).
$$

Refining the mesh removes the first bracket. The star is in the second, which does not contain $h$.

**The model**

Let the heater lie along $z$, with power per length $P$ and a Gaussian cross-section of standard deviation $a$. All phonons have speed $v$, mean free path $\Lambda$ and heat capacity per volume $C$. Let $T_\Omega$ be the energy density travelling in direction $\Omega$, expressed as a temperature rise, and let $T=\langle T_\Omega\rangle$ be its average over directions. With isotropic emission and scattering,

$$
\Omega\cdot\nabla T_\Omega=\frac{T-T_\Omega}{\Lambda}+q,\qquad
q(\mathbf r)=\frac{P}{2\pi a^2Cv}\,e^{-r^2/2a^2}.
$$

Averaging over directions cancels the scattering term and leaves $\nabla\cdot\langle\Omega T_\Omega\rangle=q$, which is energy conservation. The algebra is in atomic units with $k_B=1$; numbers are in laboratory units.

**Where the star comes from**

Take first the phonons that have not yet scattered. Integrating back along their path gives

$$
T^0_\Omega(\mathbf r)=\int_0^\infty ds\,e^{-s/\Lambda}\,q(\mathbf r-s\Omega).
$$

Let $\theta$ be the angle between $\Omega$ and $z$. The path projected on the plane is $t=s\sin\theta$, so $ds=dt/\sin\theta$. This cancels the $\sin\theta$ of the solid angle, and the polar average at fixed azimuth becomes

$$
\frac12\int_0^\pi d\theta\,e^{-t/(\Lambda\sin\theta)}
=\int_0^{\pi/2}d\beta\,e^{-t/(\Lambda\cos\beta)}\equiv \mathrm{Ki}_1(t/\Lambda),
$$

with $\beta=\pi/2-\theta$ and the two equal halves of the range combined. A beam whose azimuth differs by $\alpha$ from that of the observation point therefore contributes

$$
G(r,\alpha)=\int_0^\infty dt\,\mathrm{Ki}_1(t/\Lambda)\,
q\!\left(\sqrt{r^2\sin^2\alpha+(t-r\cos\alpha)^2}\right).
$$

Expand it as $G=\sum_m g_m(r)e^{im\alpha}$. The true first-flight temperature is the average over all azimuths, which is $g_0(r)$ and has no angular structure. A discrete set $\varphi_j=\varphi_0+2\pi j/N$ gives instead

$$
T^0_N(r,\varphi)=\frac1N\sum_{j=0}^{N-1}G(r,\varphi-\varphi_j)
=\sum_m g_m e^{im(\varphi-\varphi_0)}\,\frac1N\sum_{j=0}^{N-1}e^{-2\pi i mj/N}.
$$

The last sum, with its factor $1/N$, is 1 if $m$ is a multiple of $N$ and 0 otherwise. Hence

$$
T^0_N=g_0+2\sum_{p\ge1}g_{pN}(r)\cos[pN(\varphi-\varphi_0)],
$$

where $g_{-m}=g_m$ was used. The error is aliasing in angle: harmonics that the full average removes survive the discrete one.

**How strong it is**

Let the heater be narrow, $a\ll r$ and $a\ll\Lambda$. The Gaussian in $t$ then has area $\sqrt{2\pi}\,a$ and picks out $t\approx r$, while $\sin\alpha\approx\alpha$ across the beam:

$$
G\approx\frac{P}{\sqrt{2\pi}\,a\,Cv}\,\mathrm{Ki}_1(r/\Lambda)\,e^{-r^2\alpha^2/2a^2}.
$$

Multiplying by $e^{-im\alpha}/2\pi$ and integrating over $\alpha$ brings a factor $\sqrt{2\pi}\,(a/r)\,e^{-m^2a^2/2r^2}/2\pi$, so that

$$
g_m\approx\frac{P}{2\pi rCv}\,\mathrm{Ki}_1(r/\Lambda)\,e^{-m^2a^2/2r^2}.
$$

To leading order in this narrow-beam limit, the ripple amplitude relative to the first-flight mean is

$$
\varepsilon\approx\frac{2g_N}{g_0}\approx2e^{-N^2a^2/2r^2},
\qquad
N\approx\frac ra\sqrt{2\ln\frac2\varepsilon}.
$$

What counts is the beam spacing $2\pi r/N$ compared with the heater width. Near the heater the beams overlap and the star is faint. Farther out they separate. The mean free path has dropped out of the relative ripple, but it still controls how much first-flight heat arrives.

**What scattering changes**

Scattered phonons are emitted from a broad region, which smooths their contribution. In Fourier space the transport equation reads $(1/\Lambda+i\Omega\cdot\mathbf k)\hat T_\Omega=\hat T/\Lambda+\hat q$. Dividing by the bracket and averaging over directions,

$$
\hat T=A\left(\frac{\hat T}{\Lambda}+\hat q\right)
\;\Rightarrow\;
\hat T=\frac{A\hat q}{1-A/\Lambda},\qquad
A=\frac12\int_{-1}^{1}\frac{d\mu}{1/\Lambda+ik\mu}=\frac{\arctan k\Lambda}{k}.
$$

For the discrete set, $A$ is replaced by the discrete average $A_N(\mathbf k)$. Subtracting the two solutions over a common denominator, the products $A_NA/\Lambda$ cancel, and

$$
\hat T_N-\hat T=\hat q\,\frac{A_N-A}{(1-A_N/\Lambda)(1-A/\Lambda)}.
$$

There is still no $h$. On a mesh, $i\Omega\cdot\mathbf k$ is replaced by the Fourier symbol of the difference scheme. As $h\to0$ that symbol returns to $i\Omega\cdot\mathbf k$, so the mesh solution tends to the one with $A_N$, not $A$.

The diffusive limit $k\Lambda\ll1$ shows why a coarse direction set can still conduct heat properly over long distances. The average of $(\Omega\cdot\mathbf k)^2$ is $k^2\langle\sin^2\theta\rangle\langle\cos^2\varphi\rangle=k^2\cdot\frac23\cdot\frac12=k^2/3$. Equally spaced azimuths reproduce the factor $\frac12$ for any $N\ge3$. With an accurate polar average, $1-A_N/\Lambda\approx k^2\Lambda^2/3$, as for the full set. The star is a quasi-ballistic fault, not a wrong conductivity.

**Why your star grew**

For a positive direction component $n$, the first-order upwind symbol is

$$
n\,\frac{1-e^{-ikh}}h=ink+\frac{nh k^2}{2}+O(h^2).
$$

A negative component gives the same damping term with $|n|$. That term acts as a false diffusion, with coefficients $|n_x|h/2$ along $x$ and $|n_y|h/2$ along $y$ per unit path. For a beam in the plane, $n_x^2+n_y^2=1$. Projected on the transverse direction $(-n_y,n_x)$, the coefficient is

$$
D_\perp=\frac h2\left(|n_x|n_y^2+|n_y|n_x^2\right)=\frac h2|n_xn_y|(|n_x|+|n_y|).
$$

Over a distance $r$ the beam variance grows by $2D_\perp r$, to leading order in $h$:

$$
\sigma_\perp^2\approx a^2+hr\,|n_xn_y|(|n_x|+|n_y|).
$$

Take $a=5$ nm, $h=2$ nm, $r=60$ nm and a beam at $33.75^\circ$, where $|n_xn_y|=0.462$ and $|n_x|+|n_y|=1.387$. The variance is $25+120\times0.462\times1.387\approx102$ nm². The beam computed on that mesh has 101 nm², so it is about twice as wide as the heater. The coarse mesh was blurring neighbouring beams into each other. Refinement took the blur away and exposed the star.

**Numbers for one heater**

I take $C=0.6$ MJ/(m³ K), $v=2000$ m/s, $\Lambda=60$ nm, $a=5$ nm and $P=50$ W/m. A periodic cell of side 600 nm with uniform cooling balances the heating, and temperatures are measured from the cell mean. Each azimuth has eight polar angles between $0$ and $90^\circ$; by symmetry the other half of the range gives the same result. The source strength is $P/(Cv)=50/(1.2\times10^9)$ K m, or 41.7 K nm.

At $r=60$ nm the full-angle solution has a mean of 356 mK, of which 36.8 mK is first flight. Its own variation around the circle, caused by the square cell, is 0.05 mK. Below, "contrast" is the maximum minus the minimum of $T_N-T$ around the circle. It is sampled every $0.5^\circ$, which misses the $N=16$ peaks by $0.25^\circ$ and lowers those values slightly (73.6 instead of 73.8 mK at 60 nm). With no mesh error it is:

| Azimuths $N$ | Contrast (mK) |
|---:|---:|
| 8 | 210 |
| 16 | 73.6 |
| 32 | 4.58 |
| 64 | 0.004 |

The entry for $N=64$ comes mostly from the heater's periodic images: in a cell of side 1200 nm it falls to 0.0002 mK, while the value for $N=16$ stays at 73.6 mK.

For $N=16$ the exponent is $(16\times5/60)^2/2=0.889$. The first-flight contrast, twice the ripple amplitude, is then about $4\times36.8\,e^{-0.889}\approx60$ mK. The full problem gives 73.6 mK because scattered phonons carry some of the direction error too.

Now hold $N=16$ and the heater fixed and refine the mesh. The second-order scheme is the upwind difference $(3u_i-4u_{i-1}+u_{i-2})/2h$, mirrored for negative components.

| $h$ (nm) | First order (mK) | Second order (mK) |
|---:|---:|---:|
| 2 | 29.6 | 65.4 |
| 0.5 | 58.0 | 74.0 |
| 0.125 | 69.3 | 73.7 |
| 0.03125 | 72.5 | 73.6 |

Part of the coarse first-order contrast is not the star but a pattern fixed to the mesh, because the false diffusion depends on direction. At $h=2$ nm the circle still varies by 16 mK with $N=64$, peaking along the mesh axes, and for $N=16$ the fourfold harmonic has an amplitude of 5.9 mK beside 8.2 mK for the sixteenfold one. Both schemes approach the same star. The second-order one gets there sooner and slightly overshoots on the way.

Mesh refinement is still needed once the directions are adequate. With $N=64$ and the first-order scheme, the largest temperature error on the circle falls from 12.7 mK at $h=2$ nm to 0.2 mK at $h=0.03125$ nm. With $N=16$ it is still 38 mK on that finest mesh.

These mesh results come from solving the difference equations in Fourier space. As a test of that method, a direct source iteration was run on a $30\times30$ mesh of the same cell, with a 30 nm wide Gaussian source, eight azimuths and two polar angles. For both schemes the two solutions agree to about $10^{-15}$ of the temperature range.

**How to recognise it in your own results**

Turn the direction set while keeping the mesh and the heater fixed. With $N=8$ and no mesh error, moving the azimuths by half a spacing moves the temperature maxima from $22.5^\circ$ to $0^\circ$, modulo $45^\circ$. On a coarse first-order mesh the height of the star changes too, because beams along the mesh axes are not blurred sideways: at $h=2$ nm the maximum minus the minimum goes from 109 to 212 mK. Look at where the maxima are, not at how high they are. A physical pattern would not follow the quadrature. The converse does not hold: on a coarse first-order mesh a pattern that stays put can be the mesh's own anisotropy, which shrinks as $h$ is reduced.

Also look at several radii. For $N=16$ without mesh error the contrast is 0.04 mK at 15 nm, 19 mK at 30 nm, 74 mK at 60 nm and 30 mK at 120 nm. It first rises as the beams separate. Once they are separate, the height of the first-flight beams follows $\mathrm{Ki}_1(r/\Lambda)$ and falls with distance. Scattered phonons add to the contrast, but it falls too, so a weaker star far away does not mean that the angular resolution has improved.

**What to do about it**

You can add directions. For a 1% first-flight ripple at 60 nm, the estimate is $N\approx12\sqrt{2\ln200}\approx39$. Taking $N=40$, direct integration over the beams gives 0.79%, against 0.77% from the formula. This rule assumes a Gaussian line heater, equally spaced azimuths and $a\ll r$, and $r$ should be the largest radius at which first-flight heat still matters to you.

Keep the physical heater width fixed when you refine. If the heater is defined as one mesh cell, $a$ shrinks with $h$ and the exponent shrinks with it. Halving $a$ at $N=40$ raises the ripple from 0.79% to 50%.

The other remedy is to compute the first flight with the full angular integral and use the discrete directions for scattered phonons alone. The first scattering then supplies a source $\hat qA/\Lambda$, and

$$
\hat T_{\rm new}=\hat qA+\frac{A_N}{1-A_N/\Lambda}\,\frac{\hat qA}{\Lambda}.
$$

The true solution has the same form with $A$ in place of $A_N$. Subtracting it gives

$$
\hat T_{\rm new}-\hat T=\frac A\Lambda\,(\hat T_N-\hat T),\qquad
\frac A\Lambda=\frac{\arctan k\Lambda}{k\Lambda}.
$$

Each Fourier component of the old error is reduced by this factor. The angular harmonic $N$ at radius $r$ enters through the Bessel function $J_N(kr)$, which is small until $k\approx N/r$. For $N=16$ and $r=\Lambda=60$ nm this means $k\Lambda\approx16$ and a factor of about 0.09. With the same 16 azimuths and no mesh error, the contrast drops from 73.6 to 6.9 mK. The reduction is large but not complete, because scattered phonons still use the discrete set.

**How close this is to a real material**

The parameters are rough values in the regime of CdTe near 80 K, counting acoustic phonons only. They give a conductivity $Cv\Lambda/3=24$ W/(m K). The heat capacity is close to the classical limit of 0.61 MJ/(m³ K); a Debye model with the 160 K used below gives 0.50 MJ/(m³ K) at 80 K. That 160 K counts all six modes per cell. For the three acoustic branches alone, the elastic constants below give about 126 K and 0.54 MJ/(m³ K). At fixed $v$ and $\Lambda$, these lower values would increase all the temperature rises by about 19% and 11% respectively and leave the relative ripple unchanged. The heater is deliberately narrow. The largest effect I sized is elastic anisotropy, which focuses phonons along certain crystal directions. With rough elastic constants of 54, 37 and 20 GPa for $C_{11}$, $C_{12}$ and $C_{44}$, a heater along a cube axis, a common scattering time, equal weight for every branch and wavevector direction, and averaging over $5^\circ$, the first-flight energy density at 60 nm ranges from 0.64 to 1.66 times its mean (the last digit moves by 0.01 with the angular sampling). These extremes depend on the averaging: shifting the 5° bins by half a bin raises the maximum to 1.8, and smoothing by the heater's own width instead gives about 0.7 to 1.6. They also depend on the mode weights: weighting each mode by the inverse cube of its phase speed gives about 0.6 to 1.9 in 5° bins and 0.7 to 1.8 with the heater smoothing. The false pattern for $N=16$ peaks at 1.86 times its mean, so the two can be confused by size alone. Focusing is fixed to the crystal axes; the false star turns with the quadrature.

A spread of mean free paths also matters. For a Debye spectrum with every mode heated equally, $\Lambda\propto\omega^{-2}$ and the same conductivity, the first-flight mean falls to 0.63 of the single-path value, from 36.8 to about 23 mK. The peak rise of 3.2 K is 4% of the base temperature. It changes $\Lambda$ by about 4% if $\Lambda\propto1/T$, and $C$ by 1.4% for a Debye temperature of 160 K, less for 126 K. The thermal wavelength $2\pi v/T$ is 1.2 nm, not negligible beside a 5 nm heater width, so wave corrections near the heater are possible. Interfaces, optical-phonon transport and the heater's own structure are left out, and I have not sized them. The full-angle solution is thus the reference for judging the numerical method, not a prediction for a device. The numerical output below lists most of the values used here.

## Table of computed values

```
base temperature: 80 K
acoustic heat capacity: 0.6 MJ/(m^3 K)
phonon speed: 2000 m/s; mean free path: 60 nm
bulk conductivity of model: 24.0 W/(m K)
heater standard deviation: 5.0 nm; power: 50 W/m
circle radius: 60 nm; periodic cell: 600 nm
polar angles per azimuth (half range): 8
source strength P/(Cv): 41.67 K nm
peak rise above cell mean: 3.243 K
full-angle circle mean: 355.62 mK
full-angle circle max-min: 0.0523 mK
first-flight circle mean: 36.81 mK
N=8 circle max, min, mean: 505.9, 296.2, 355.3 mK
no mesh error, N=8: ray contrast 209.7110 mK
no mesh error, N=16: ray contrast 73.6416 mK
no mesh error, N=32: ray contrast 4.5783 mK
no mesh error, N=64: ray contrast 0.0038 mK
N=16, h=2.00000 nm: contrast order 1, order 2: 29.56, 65.43 mK
N=16, h=0.50000 nm: contrast order 1, order 2: 57.99, 73.99 mK
N=16, h=0.12500 nm: contrast order 1, order 2: 69.27, 73.67 mK
N=16, h=0.03125 nm: contrast order 1, order 2: 72.51, 73.64 mK
N=16 finest order-1 max error: 38.41 mK
N=64 order-1 max error, h=2 nm: 12.698 mK
N=64 order-1 max error, h=0.03125 nm: 0.207 mK
one-beam variance at h=2 nm, measured: 101.3 nm^2
one-beam variance at h=2 nm, formula: 101.9 nm^2
N=16, radius 15 nm: ray contrast 0.0440 mK
N=16, radius 30 nm: ray contrast 18.6568 mK
N=16, radius 60 nm: ray contrast 73.6416 mK
N=16, radius 120 nm: ray contrast 29.5716 mK
N=8 peak angle modulo 45 deg, two sets: 22.5, 0.0 deg
azimuths for 1% first-flight ripple: 39.1, use 40
ripple at N=40, quadrature: 0.785 %
ripple at N=40, formula: 0.773 %
same N, half-width heater ripple: 49.6 %
N=16 with exact first flight: 6.90 mK
Fourier versus source iteration error: 7.9e-16
alias formula error / first-flight mean: 1.1e-04
thermal wavelength h v/(kB T): 1.20 nm
peak rise / base temperature: 4.05 %
Debye temperature used: 160 K
heat-capacity change at peak: 1.42 %
spectral / gray first-flight mean: 0.633
rough elastic C11, C12, C44: 54, 37, 20 GPa
real focusing, max/mean and min/mean: 1.66, 0.64
N=16 false first-flight max/mean: 1.86
```
